# The bound states of hydrogen in parabolic coordinates, part 3

An electron without spin or relativity moves about a fixed point nucleus of charge \(Z>0\). In atomic units (\(\hbar=m_e=e^2/4\pi\varepsilon_0=1\), lengths in bohr, energies in hartree), \(H=-\tfrac12\nabla^2-Z/r\). The opening example, for \(Z=1\), was

\[
\frac{\psi_{2s}-\psi_{2p_0}}{\sqrt2}=\frac{2-r-z}{\sqrt{64\pi}}\,e^{-r/2}
=\frac{1}{\sqrt{16\pi}}\Big[\Big(1-\frac{\xi}{2}\Big)e^{-\xi/4}\Big]\Big[e^{-\eta/4}\Big],
\qquad \xi=r+z,\quad \eta=r-z, \tag{1}
\]

with \(\langle z\rangle=+3\) bohr. With \(\varphi\) the azimuth about the \(z\) axis,

\[
dV=\frac{\xi+\eta}{4}\,d\xi\,d\eta\,d\varphi. \tag{2}
\]

Multiplying \((H-E)\psi=0\) by \(-(\xi+\eta)/2\) gives

\[
\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)+\Big(\frac1{4\xi}+\frac1{4\eta}\Big)\partial_\varphi^2\psi+\frac{E}{2}(\xi+\eta)\psi+Z\psi=0. \tag{5}
\]

For \(\psi=f_1(\xi)f_2(\eta)e^{im\varphi}\) this separates into

\[
(\xi f_1')'+\Big[\frac{E\xi}2-\frac{m^2}{4\xi}+Z_1\Big]f_1=0,\qquad
(\eta f_2')'+\Big[\frac{E\eta}2-\frac{m^2}{4\eta}+Z_2\Big]f_2=0,\qquad Z_1+Z_2=Z. \tag{6}
\]

Let \(\mu=|m|\), \(\rho_1=\kappa\xi\), \(\rho_2=\kappa\eta\), \(\beta_i=Z_i/\kappa\). The allowed values, with \(k=n_1\) for \(\xi\) and \(k=n_2\) for \(\eta\), and the energies are

\[
\beta=k+\frac{\mu+1}{2},\qquad k=0,1,2,\dots \tag{11}
\]

\[
\frac Z\kappa=n_1+\frac{\mu+1}2+n_2+\frac{\mu+1}2=n_1+n_2+|m|+1\equiv n,\qquad
E=-\frac{\kappa^2}{2}=-\frac{Z^2}{2n^2}. \tag{12}
\]

The Laguerre polynomials are

\[
L_k^{\mu}(\rho)=\sum_{j=0}^{k}c_j\rho^j,\qquad c_j=(-1)^j\frac{(k+\mu)!}{(k-j)!\,(\mu+j)!\,j!}, \tag{13}
\]

written \(L_k\) at fixed \(\mu\). With \((p,q)=\int_0^\infty e^{-\rho}\rho^\mu\,p\,q\,d\rho\), \(L_k\) is orthogonal to all polynomials of lower degree, and \(A_k\equiv(L_k,L_k)=(k+\mu)!/k!\). The functions

\[
u_k(\rho)=\sqrt{\frac{k!}{(k+\mu)!}}\;e^{-\rho/2}\rho^{\mu/2}L_k^\mu(\rho)\qquad\text{satisfy}\qquad\int_0^\infty u_ku_{k'}\,d\rho=\delta_{kk'}. \tag{16}
\]

Their first moment \(\int\rho\,u_k^2\,d\rho\) is

\[
\langle\rho\rangle_k=2k+\mu+1=2\beta_k. \tag{17}
\]

The normalisation constant \(N\) and the normalised states are

\[
1=\frac{N^2}{4\kappa^3}\big[(2n_1+\mu+1)+(2n_2+\mu+1)\big]=\frac{N^2}{4\kappa^3}\,2n,
\qquad N^2=\frac{2\kappa^3}{n}=\frac{2Z^3}{n^4}. \tag{18}
\]

\[
\psi_{n_1n_2m}=\frac{\sqrt2\,Z^{3/2}}{n^2}\;u_{n_1}\!\Big(\frac{Z\xi}{n}\Big)\,u_{n_2}\!\Big(\frac{Z\eta}{n}\Big)\,\frac{e^{im\varphi}}{\sqrt{2\pi}}, \tag{19}
\]

A program accompanies the text and checks its results numerically. The states (19) are an orthonormal basis of each level, with \(n-|m|\) states for each \(m\), so their total number is

\[
n+2\sum_{\mu=1}^{n-1}(n-\mu)=n+2\sum_{j=1}^{n-1}j=n+2\,\frac{(n-1)n}{2}=n^2, \tag{21}
\]

where \(j=n-\mu\) runs over the same range backwards. In the spherical description level \(n\) contains \(l=0,\dots,n-1\), each with \(2l+1\) values of \(m\). At fixed \(m\) the allowed values are \(l=|m|,\dots,n-1\), again \(n-|m|\) in number, so the two counts agree for each \(m\) separately, as they must, since \(-i\partial_\varphi\) is diagonal in both bases. The program makes the spherical count without assuming the rule for \(l\). It diagonalises the radial equation on a grid for \(l=0\) to 5, assigns each numerical eigenvalue to a level through \(Z/\sqrt{-2E}\), and asserts the counts 1, 4, 9, 16 for \(n=1\) to 4 and \(n-|m|\) for each \(m\). It also asserts that the overlap matrix between spherical and parabolic states of each level is unitary. Spin, left out here, doubles the count to \(2n^2\). The degeneracy of all \(l=0,\dots,n-1\) within level \(n\) is exact for this nonrelativistic point-Coulomb Hamiltonian; in the real atom relativistic and radiative corrections and the finite size of the nucleus split the level, and in the absence of a field, with the spin of the nucleus left aside, the states are then labelled by \(l\) together with the total angular momentum \(j\) of the electron and its projection; the orbital \(m\) alone is no longer conserved, because spin-orbit coupling does not commute with \(-i\partial_\varphi\).

The displacement seen in the opening example has a general form. It needs the second moment, which comes from the three-term recurrence. The product \(\rho L_k\) has degree \(k+1\) and can be written as a combination of \(L_0,\dots,L_{k+1}\). The coefficient of \(L_j\) is \((\rho L_k,L_j)/A_j=(L_k,\rho L_j)/A_j\), which vanishes when the degree \(j+1\) is below \(k\). Three terms remain. The coefficient of \(L_{k+1}\) follows from matching the power \(\rho^{k+1}\): it is \([(-1)^k/k!]\big/[(-1)^{k+1}/(k+1)!]=-(k+1)\). The coefficient of \(L_k\) is (17). For that of \(L_{k-1}\), the result just found, with \(k\) lowered by one, gives \((L_k,\rho L_{k-1})=-kA_k\), and \(A_k/A_{k-1}=(k+\mu)/k\), so the coefficient is \(-(k+\mu)\). Thus

\[
\rho L_k=-(k+1)L_{k+1}+(2k+\mu+1)L_k-(k+\mu)L_{k-1},
\]

with the last term absent for \(k=0\). The second moment is \((\rho L_k,\rho L_k)/A_k\), and by orthogonality only the squares contribute. With \(A_{k+1}/A_k=(k+\mu+1)/(k+1)\) and \(A_{k-1}/A_k=k/(k+\mu)\),

\[
\langle\rho^2\rangle_k=(k+1)(k+\mu+1)+(2k+\mu+1)^2+k(k+\mu).
\]

The \(k^2\) terms are \(1+4+1=6\). The terms linear in \(k\) are \((\mu+2)+4(\mu+1)+\mu=6(\mu+1)\). The constant is \((\mu+1)+(\mu+1)^2\). So

\[
\langle\rho^2\rangle_k=6k^2+6k(\mu+1)+(\mu+1)(\mu+2). \tag{22}
\]

From \(z=(\xi-\eta)/2\) and (2), \(z\,dV=\tfrac18(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\), which in scaled variables is \((\rho_1^2-\rho_2^2)\,d\rho_1d\rho_2\,d\varphi/8\kappa^4\). The prefactor is \(N^2/8\kappa^4=1/(4n\kappa)=1/4Z\). In the difference of the two moments the constant of (22) cancels, and \(n_1^2-n_2^2=(n_1-n_2)(n_1+n_2)\), so

\[
\langle z\rangle=\frac{1}{4Z}\Big[\langle\rho^2\rangle_{n_1}-\langle\rho^2\rangle_{n_2}\Big]=\frac{6(n_1-n_2)(n_1+n_2+\mu+1)}{4Z}=\frac{3n\,(n_1-n_2)}{2Z}. \tag{23}
\]

For \((1,0,0)\) and \(Z=1\) this is \(+3\), as found directly at the start. A state with \(n_1>n_2\) has the larger share \(Z_1\) of the charge in the \(\xi\) equation, extends further in \(\xi\), and has its mean position \(\langle z\rangle\) on the side of positive \(z\). Between two different states of the same level the matrix element of \(z\) is zero. For \(m\ne m'\) the \(\varphi\) integral vanishes, and for \(m=m'\) the integrand \(\rho_1^2-\rho_2^2\) again consists of two terms, each containing one of the factors \(\delta_{n_1n_1'}\), \(\delta_{n_2n_2'}\), which both vanish.

This makes the parabolic states the right starting point in a uniform electric field. A field \(F\) along \(+z\) has the potential \(-Fz\), and the electron, of charge \(-1\), acquires the energy \(H'=+Fz\). Write the perturbed state as \(\psi^{(0)}+\psi^{(1)}+\dots\), with \(\psi^{(0)}\) an unknown combination within level \(n\). The terms of first order in \(F\) are \((H-E_n)\psi^{(1)}=(\Delta E-Fz)\psi^{(0)}\). Projecting on any state of the level makes the left side vanish, since \(H\) is Hermitian and gives \(E_n\) on that state. So \(\psi^{(0)}\) must be an eigenvector of the matrix of \(Fz\) within the level, with eigenvalue \(\Delta E\). That matrix is diagonal in the basis (19), and the first-order Stark shift is

\[
\Delta E=F\langle z\rangle=\frac{3n(n_1-n_2)}{2Z}\,F .
\]

The program tests (23) and the vanishing of the off-diagonal elements by quadrature, and it also diagonalises \(z\) in the spherical basis of each level up to \(n=4\) and asserts that the eigenvalues are those of (23). The field term respects the separation to all orders. Multiplied by \(-(\xi+\eta)/2\), it adds \(-F(\xi^2-\eta^2)/4\) to (5), so the brackets in (6) gain \(-F\xi^2/4\) and \(+F\eta^2/4\). For \(F>0\) the second of these outgrows \(E\eta/2\) at large enough \(\eta\) and turns the bracket positive, so that \(f_2\) oscillates instead of decaying exponentially. For any \(F>0\) the electron can therefore escape toward negative \(z\). In a weak field it does so by tunnelling, through a stretch of \(\eta\) where the bracket is negative and which lies between an inner and an outer region where it is positive. As the field is raised this intermediate stretch shrinks and then closes. At still stronger fields the width of the level becomes comparable to its energy, \(E\) and \(Z_2\) can no longer be treated as real numbers, and the sign of the bracket no longer has this simple meaning. For \(m\ne0\) the bracket is still negative close to \(\eta=0\), because of the term \(-m^2/4\eta\), but this does not hinder the escape to large \(\eta\). The shifted levels are resonances, which is a feature that first-order theory does not describe.

As a worked case take the \(n=3\) level of hydrogen in the same model, \(Z=1\) with a fixed nucleus, using 1 hartree \(=27.211386\) eV and 1 bohr \(=0.529177\) Å. From (12), \(E_3=-1/18\) hartree \(=-27.211386/18\) eV \(=-1.5117\) eV. The neighbouring levels of the model are \(E_1=-13.6057\) eV, \(E_2=-3.4014\) eV and \(E_4=-0.8504\) eV. The finite mass of the proton is included exactly by replacing the electron mass with the reduced mass, which divides the energies by \(1+m_e/m_p\) and multiplies lengths by the same factor. This moves \(E_3\) from \(-1.51174\) to \(-1.51092\) eV, a change of \(0.00082/1.51174\approx5\times10^{-4}\) relative to \(|E_3|\). This is the size of the relative error that the fixed nucleus brings into the energies and lengths below. Fine structure, which the model also leaves out, matters more for the small Stark shifts and is considered together with them.

The decay constant is \(\kappa=1/3\) per bohr, or \(0.333333/0.529177=0.6299\) Å\(^{-1}\). The normalisation constant (18) is \(N=\sqrt2/9=0.157135\) in atomic units, or \(0.157135/0.529177^{3/2}=0.4082\) Å\(^{-3/2}\). The condition \(n_1+n_2+|m|=2\) has three solutions at \(m=0\), namely \((n_1,n_2)=(2,0),(1,1),(0,2)\), two at each of \(m=\pm1\), namely \((1,0),(0,1)\), and one, \((0,0)\), at each of \(m=\pm2\). The total is \(3+2\cdot2+2\cdot1=9=3^2\).

For the state \((2,0,0)\), (11) gives \(\beta_1=2.5\) and \(\beta_2=0.5\), whose sum is 3, and the charge is divided as \(Z_1=2.5/3=0.8333\), \(Z_2=0.5/3=0.1667\). In atomic units the wave function is

\[
\psi_{200}=\frac{\sqrt2}{9\sqrt{2\pi}}\Big(1-\frac{2\xi}{3}+\frac{\xi^2}{18}\Big)e^{-r/3},
\]

where the subscripts are \(n_1n_2m\). It has two nodal paraboloids, at the roots \(\rho_1=2\pm\sqrt2\) of \(L_2^0\), that is at \(\xi=3(2\pm\sqrt2)\) bohr. The first moments (17) are 5 and 1, with sum \(6=2n\). The second moments (22) are \(24+12+2=38\) and 2, so \(\langle z\rangle=(38-2)/4=9\) bohr \(=9\times0.529177\) Å \(=4.76\) Å. For \((1,0,\pm1)\), \(\beta_1=2\) and \(\beta_2=1\), so \(Z_1=0.6667\) and \(Z_2=0.3333\); the second moments are \(6+12+6=24\) and 6, and \(\langle z\rangle=18/4=4.5\) bohr \(=2.38\) Å. The reflection \(z\to-z\) exchanges \(\xi\) and \(\eta\) and so turns \(\psi_{n_1n_2m}\) into \(\psi_{n_2n_1m}\). The states \((0,2,0)\) and \((0,1,\pm1)\) therefore have \(\langle z\rangle=-4.76\) Å and \(-2.38\) Å, with \(Z_1\) and \(Z_2\) interchanged. The states \((1,1,0)\) and \((0,0,\pm2)\) go into themselves; they have \(\beta_1=\beta_2=1.5\), \(Z_1=Z_2=0.5\) and \(\langle z\rangle=0\). The values of \(\langle z\rangle\) printed by the program come from the quadrature and agree with these.

In a field chosen as \(F=10^{-4}\) V/Å the shift in eV is the field times \(\langle z\rangle\) in Å. The level splits into five equally spaced sublevels at \(0\), \(\pm2.38\times10^{-4}\) eV and \(\pm4.76\times10^{-4}\) eV, holding three, two and one states each, and \(1+2+3+2+1=9\). First-order theory within one level needs the shifts to be small against the distance to the nearest other level. That distance is \(E_4-E_3=0.66139\) eV, and the largest shift is \(4.763\times10^{-4}/0.66139\approx7\times10^{-4}\) of it. The treatment also needs the shifts to be large against the splittings that the model leaves out. The fine structure of \(n=3\) is roughly \(10^{-5}\) eV, a recalled order of magnitude and not a result of this model, so at this field the pattern above describes real hydrogen only up to corrections of about that size, and in much weaker fields the nonrelativistic linear pattern does not apply.

The three \(m=0\) states can be expanded in 3s, 3p\(_0\) and 3d\(_0\), with the convention that radial functions are positive near the nucleus and the angular functions are positive along \(+z\). The program prints the coefficients

\[
\begin{aligned}
\psi_{200}&=0.57735\,(3s)-0.70711\,(3p_0)+0.40825\,(3d_0),\\
\psi_{110}&=0.57735\,(3s)-0.81650\,(3d_0),\\
\psi_{020}&=0.57735\,(3s)+0.70711\,(3p_0)+0.40825\,(3d_0).
\end{aligned}
\]

Their magnitudes follow from symmetry and unitarity. At the nucleus only the s function is nonzero, while for \(m=0\) every \(u_k(0)=1\), so all three parabolic states have the same value \(N/\sqrt{2\pi}\) there. The s coefficient is that value divided by the positive value of the 3s function at the origin, and is the same for all three. The matrix of coefficients is unitary, so the squares in the s column add to 1, and each coefficient is \(1/\sqrt3=0.57735\). The same reasoning gives \(1/\sqrt n\) for any level, and for \(n=2\) the printed 0.70711 is \(1/\sqrt2\). Under \(z\to-z\) the s and d functions are even and the p function is odd. The state \((1,1,0)\) is even and has no p part, so its d coefficient has square \(1-\tfrac13=\tfrac23\) and magnitude 0.81650. The states \((2,0,0)\) and \((0,2,0)\) are mirror images, with equal d coefficients and opposite p coefficients. The squares in the d column add to 1, which leaves \(\tfrac12(1-\tfrac23)=\tfrac16\) for each and magnitude 0.40825, and the p column gives \(\tfrac12\) each and magnitude 0.70711. Orthogonality of \(\psi_{200}\) and \(\psi_{110}\) requires the product of their d coefficients to be \(-\tfrac13\), which is why those signs are opposite. The sign of the p coefficient comes from the term linear in \(z\) near the nucleus. In \(\psi_{200}\) this term is \(-2z/3\) from \(-2\xi/3\), and 3p\(_0\) is the only one of the three spherical functions that contains a term linear in \(z\), with a positive coefficient in this convention, so the p coefficient of \(\psi_{200}\) is negative, as in (1) for \(n=2\).

## Table of computed values

```
hartree = 27.211386 eV, bohr = 0.529177 angstrom
beta=0.2, m=0: regular solution f'/f at rho=400 = 0.4982 (dimensionless)
rho f' at rho=1e-8: log solution -0.334273, regular -2.0e-09
finite-difference beta, |m|=0: 0.5000 1.5000 2.5000 3.5000
finite-difference beta, |m|=1: 1.0000 2.0000 3.0000 4.0000
finite-difference beta, |m|=2: 1.5000 2.5000 3.5000 4.5000
n=1: E = -13.60569 eV, parabolic states 1, radial-grid count 1
n=2: E = -3.40142 eV, parabolic states 4, radial-grid count 4
n=3: E = -1.51174 eV, parabolic states 9, radial-grid count 9
n=4: E = -0.85036 eV, parabolic states 16, radial-grid count 16
n=3: E with reduced mass = -1.51092 eV
n=3: kappa = 0.333333 1/bohr = 0.629909 1/angstrom
n=3: N = 0.157135 bohr^-3/2 = 0.408198 angstrom^-3/2
chosen field F = 1.0e-04 V/angstrom; gap E4-E3 = 0.66139 eV
n=3 states: n1 n2 m | beta1 beta2 Z1 Z2 | <z> bohr, <z> angstrom, shift eV
0 0 -2 | 1.5 1.5 0.5000 0.5000 | +0.000 +0.0000 +0.000e+00
0 1 -1 | 1.0 2.0 0.3333 0.6667 | -4.500 -2.3813 -2.381e-04
1 0 -1 | 2.0 1.0 0.6667 0.3333 | +4.500 +2.3813 +2.381e-04
0 2 +0 | 0.5 2.5 0.1667 0.8333 | -9.000 -4.7626 -4.763e-04
1 1 +0 | 1.5 1.5 0.5000 0.5000 | +0.000 +0.0000 +0.000e+00
2 0 +0 | 2.5 0.5 0.8333 0.1667 | +9.000 +4.7626 +4.763e-04
0 1 +1 | 1.0 2.0 0.3333 0.6667 | -4.500 -2.3813 -2.381e-04
1 0 +1 | 2.0 1.0 0.6667 0.3333 | +4.500 +2.3813 +2.381e-04
0 0 +2 | 1.5 1.5 0.5000 0.5000 | +0.000 +0.0000 +0.000e+00
n=2 state (0, 1, 0): overlaps l=0..1: +0.70711 +0.70711
n=2 state (1, 0, 0): overlaps l=0..1: +0.70711 -0.70711
n=3 state (0, 2, 0): overlaps l=0..2: +0.57735 +0.70711 +0.40825
n=3 state (1, 1, 0): overlaps l=0..2: +0.57735 +0.00000 -0.81650
n=3 state (2, 0, 0): overlaps l=0..2: +0.57735 -0.70711 +0.40825
n=2 state (1,0,0): <z> = 3.0000 bohr = 1.5875 angstrom
```
